# Linearly polarised exciton doublet in a uniaxially strained transition-metal dichalcogenide monolayer

## A stretched ring of six dipoles

Place a dipole on each site of a triangular lattice with spacing $a$, and let all dipoles oscillate in phase, either along $x$ (mode $X$) or along $y$ (mode $Y$). In Gaussian units two parallel unit dipoles a distance $R$ apart, at angle $\alpha$ to the line joining them, have energy $(1-3\cos^2\alpha)/R^3$. Keeping six nearest neighbours, the energy sums of the modes differ by
$$
\mathcal E_X-\mathcal E_Y=-3\sum_{\rm six}\frac{x^2-y^2}{R^5}.
$$
Two neighbours at $(\pm a,0)$ contribute $+1/a^3$ each to the sum, and four at $(\pm a/2,\pm\sqrt3a/2)$ contribute $-1/(2a^3)$ each. The total is zero, so the modes are degenerate.

Now stretch the lattice along $x$ by a small fraction $\epsilon$, keeping $y$ fixed. Each axial neighbour gives $(1-3\epsilon)/a^3$. For each oblique one, $x^2-y^2=a^2(-\tfrac12+\tfrac12\epsilon)$ and $R^{-5}=a^{-5}(1-\tfrac54\epsilon)$, with product $(-\tfrac12+\tfrac98\epsilon)/a^3$. Hence
$$
\mathcal E_X-\mathcal E_Y=-\frac{3}{a^3}\left[2(1-3\epsilon)+4\left(-\tfrac12+\tfrac98\epsilon\right)\right]=+\frac{4.5\,\epsilon}{a^3}.
$$
The axial pairs, which attract head to tail in mode $X$, contribute $+18\epsilon/a^3$ and the oblique pairs $-13.5\epsilon/a^3$. The axial change is the larger, and $X$ lies higher.

An exciton at zero momentum is such an in-phase pattern of transition dipoles. The K and K′ excitons are its two circular combinations, and the energy difference between $X$ and $Y$ is a coupling between valleys.

## Theorem

**Setting.** The monolayer has D3h symmetry, with $x$ along zigzag and K on the $x$ axis. The states $|K\rangle$, $|K'\rangle$ are the lowest spin-conserving bright excitons at momentum $Q=0$, with dipoles along $\mathbf e_\pm=(\hat x\pm i\hat y)/\sqrt2$. Strain is homogeneous, in-plane and small, there is no magnetic field, and other excitons are far in energy. Define
$$
\epsilon_0=\epsilon_{xx}+\epsilon_{yy},\qquad \epsilon_2=\tfrac12(\epsilon_{xx}-\epsilon_{yy})+i\epsilon_{xy}.
$$

**Statement.** To first order in strain,
$$
H=E_0+D\epsilon_0+\big(h\,|K'\rangle\langle K|+{\rm h.c.}\big),\qquad h=2\beta\epsilon_2,
$$
with $D$ and $\beta$ real. A tension $\epsilon$ with Poisson ratio $\nu$ produces two lines, polarised along and across the pull, with splitting
$$
\Delta E=2|\beta|\,\epsilon(1+\nu).
$$
The line along the pull is the upper one if $\beta>0$.

**What couples the valleys.** Uniform strain is a one-body perturbation with the lattice period. It cannot by itself turn a K electron-hole pair into a K′ pair, which requires changing both particles. Electron-hole exchange does so: it annihilates one pair and creates the other. The direct attraction cannot, as long as the band-edge states have definite spin, because it preserves the electron and hole spins separately, and these are opposite in the two valleys. Strain removes the threefold cancellation that makes exchange between the valleys vanish at $Q=0$.

## Proof of the form of the coupling

**Rotation.** Let $R$ rotate by $\alpha=2\pi/3$ and let $U$ be its action on states. Multiplication gives $R\mathbf e_\pm=e^{\mp i\alpha}\mathbf e_\pm$, so $U|K\rangle=e^{-i\alpha}|K\rangle$ and $U|K'\rangle=e^{i\alpha}|K'\rangle$. Rotating the strain with the crystal means $H(R\epsilon R^T)=UH(\epsilon)U^\dagger$. Since $U^\dagger|K\rangle=e^{i\alpha}|K\rangle$ and $\langle K'|U=e^{i\alpha}\langle K'|$,
$$
h(R\epsilon R^T)=e^{2i\alpha}h(\epsilon).
$$
Under the same rotation $\epsilon_0$ is unchanged and $\epsilon_2\to e^{2i\alpha}\epsilon_2$. A constant term or one in $\epsilon_0$ would need $e^{2i\alpha}=1$, and one in $\epsilon_2^*$ would need $e^{4i\alpha}=1$. Neither holds, leaving $h=2\beta\epsilon_2$. Diagonal elements acquire no phase, so their linear strain term is proportional to $\epsilon_0$.

**Mirror.** The reflection $M:x\to-x$ sends $\mathbf e_+$ to $-\mathbf e_-$, so $M|K\rangle=-|K'\rangle$ and $M|K'\rangle=-|K\rangle$. It sends $\epsilon_2$ to $\epsilon_2^*$. Therefore
$$
h(M\epsilon M)=\langle K|H(\epsilon)|K'\rangle=h(\epsilon)^*,
$$
or $2\beta\epsilon_2^*=2\beta^*\epsilon_2^*$, and $\beta$ is real. Without vertical mirrors $\beta$ could be complex, giving three real constants instead of two, and the polarisation axes would be turned by $\tfrac12\arg\beta$ from the strain axes.

**Time reversal.** It exchanges $|K\rangle$ and $|K'\rangle$ and leaves strain and $Q=0$ unchanged, so the diagonal elements are equal.

**Eigenstates.** Write $h=|h|e^{i\chi}$. In the order $(K,K')$, measured from the common energy,
$$
\begin{pmatrix}0&h^*\\h&0\end{pmatrix}\begin{pmatrix}1\\\pm e^{i\chi}\end{pmatrix}=\pm|h|\begin{pmatrix}1\\\pm e^{i\chi}\end{pmatrix}.
$$
The splitting is $2|h|$. Let $\mathbf p$ be the K dipole; time reversal makes the K′ dipole $\mathbf p^*$. With $\mathbf q=e^{-i\chi/2}\mathbf p$, the eigenstate dipoles are
$$
\frac{\mathbf p\pm e^{i\chi}\mathbf p^*}{\sqrt2}=e^{i\chi/2}\,\frac{\mathbf q\pm\mathbf q^*}{\sqrt2}.
$$
Apart from a phase these are the real vectors $\sqrt2\,{\rm Re}\,\mathbf q$ and $\sqrt2\,{\rm Im}\,\mathbf q$. Both lines are linearly polarised even if strain has made $\mathbf p$ elliptical. A magnetic field normal to the layer makes the diagonal elements unequal; the two valleys then enter with unequal weights and the lines become elliptical.

For $\mathbf p\propto\mathbf e_+$ the upper line points along $(\cos\frac\chi2,\sin\frac\chi2)$. A pull at angle $\theta$ has $\epsilon_{xx}-\epsilon_{yy}=\epsilon(1+\nu)\cos2\theta$ and $2\epsilon_{xy}=\epsilon(1+\nu)\sin2\theta$, so
$$
h=\beta\,\epsilon(1+\nu)\,e^{2i\theta}.
$$
If $\beta>0$, $\chi/2=\theta$; if $\beta<0$, $\chi/2=\theta+\pi/2$. This proves the theorem. $\square$

Equal biaxial strain has $\epsilon_2=0$: it shifts the excitons without splitting them.

## Lemma 1: exchange in a cell model

Symmetry leaves the size and sign of $\beta$ open. For an estimate, give each cell of area $\Omega$ a flat Gaussian transition dipole of spread $s$ and interband length $r$, with $\mathbf p=r\mathbf e_+$. Let $\varphi_0^2$ be the probability density for electron and hole to coincide, $A$ the sample area, and $\kappa$ a constant for short-range screening by transitions left out.

The exciton superposes pair states with total amplitude $\sqrt A\,\varphi_0$, so its dipole per cell is $e\Omega\varphi_0\mathbf p/\sqrt A$. Its transition density, without the factor $e$, has Fourier components
$$
c_{\mathbf G}=-\frac{i\varphi_0}{\sqrt A}(\mathbf G\cdot\mathbf p)\,e^{-s^2G^2/2}
$$
at the reciprocal vectors $\mathbf G$. Time reversal makes the K′ density the complex conjugate of the K density. Exchange contains the conjugate of the final density, hence the K density twice:
$$
h=A\sum_{\mathbf G\ne0}\frac{2\pi e^2}{\kappa G}c_{-\mathbf G}c_{\mathbf G}
=\varphi_0^2\sum_{\mathbf G\neq0}\frac{2\pi e^2}{\kappa G}(\mathbf G\cdot\mathbf p)^2e^{-s^2G^2}.
$$
With $G_\pm=G_x\pm iG_y$, $(\mathbf G\cdot\mathbf e_+)^2=\tfrac12G_+^2$ and $P=\varphi_0^2e^2r^2/\kappa$,
$$
h=\pi P\sum_{\mathbf G\ne0}\frac{G_+^2}{G}e^{-s^2G^2}.
$$
Rotation by $120^\circ$ multiplies $G_+^2$ by $e^{4\pi i/3}$, and three such terms add to zero.

This cancellation does not rely on the dipole form. It was tested with 18 complex point charges per cell, smeared by 0.05 nm and arranged with just the threefold symmetry and the mirror combined with time reversal. Without strain the coupling was below $10^{-10}$ of the same-valley exchange. At a tension of $10^{-6}$ and three further pull angles it followed $e^{2i\theta}$ with a real coefficient, to one part in a thousand.

## Lemma 2: the geometric part of $\beta$

A strained lattice has $\mathbf R'=(1+\epsilon)\mathbf R$. Keeping $\mathbf G'\cdot\mathbf R'$ fixed gives $\delta\mathbf G=-\epsilon\mathbf G$, or
$$
\delta G_+=-\tfrac12\epsilon_0G_+-\epsilon_2G_-,
$$
$$
G\,\delta G=-\tfrac12\epsilon_0G^2-\tfrac12(\epsilon_2^*G_+^2+\epsilon_2G_-^2).
$$
Put $w(G)=e^{-s^2G^2}/G$. In $\delta(G_+^2w)=2G_+w\,\delta G_++G_+^2w'\delta G$, terms in $G_+^2$ and $G_+^4$ vanish on summing over threefold partners. The remainder is
$$
-\epsilon_2\left(2G^2w+\tfrac12G^3w'\right).
$$
Since $w'=-w/G-2s^2Gw$, the bracket equals $G^2w(\tfrac32-s^2G^2)$. Comparing with $h=2\beta\epsilon_2$,
$$
\beta_{\rm geo}=-\frac{\pi}{2}P\sum_{\mathbf G\ne0}G\,e^{-s^2G^2}\left(\tfrac32-s^2G^2\right).
$$
A strain dependence of $\varphi_0$ does not enter at this order, because it multiplies an unstrained sum that is zero. The Gaussian is kept circular here; a spread made elliptical by strain would add a term of the same order as $\beta_{\rm geo}$.

**Point-dipole limit.** In real space $\mathbf e_+\cdot\mathbf e_+=0$ removes the first term of the dipole energy, and a rigid circular cell density has no K–K′ self-term. Thus
$$
h=-\tfrac32P\Omega\sum_{\mathbf R\ne0}\frac{R_+^2}{R^5}.
$$
Here $\delta R_+=\tfrac12\epsilon_0R_++\epsilon_2R_-$, and the part of $R\,\delta R$ that survives the sum is $\tfrac12\epsilon_2R_-^2$. Therefore
$$
\delta\sum\frac{R_+^2}{R^5}=\epsilon_2\sum\frac{2-\frac52}{R^3}=-\frac{\epsilon_2}{2}\sum\frac1{R^3}.
$$
This gives $h=\tfrac34P\Omega\epsilon_2\sum R^{-3}$ and, with $\Omega=\sqrt3a^2/2$,
$$
\beta_{\rm geo}\to\frac{3\sqrt3}{16}\frac Pa\sum_{\mathbf R\neq0}\left(\frac aR\right)^3.
$$
The lattice sum is 11.034, of which the opening ring supplies 6. A direct sum over strained lattices agreed with this limit to one part in a thousand. The reciprocal-space result, extrapolated to $s=0$ from three spreads between 0.012 and 0.021 nm, agreed to one part in ten thousand.

## Lemma 3: elliptical valley dipoles

Strain also alters the dipole within each valley. Let $\hat\epsilon$ be the traceless part of the strain and
$$
\mathbf p=r(1+g\hat\epsilon)\mathbf e_+,
$$
where $g$ is a real material constant. Direct multiplication gives $\hat\epsilon\mathbf e_+=\epsilon_2\mathbf e_-$. To first order the extra part of $(\mathbf G\cdot\mathbf p)^2$ is
$$
2r^2g\epsilon_2(\mathbf G\cdot\mathbf e_+)(\mathbf G\cdot\mathbf e_-)=r^2g\epsilon_2G^2.
$$
It has no angular phase and adds $2g\epsilon_2S$ to $h$, where
$$
S=\pi P\sum_{\mathbf G\neq0}G\,e^{-s^2G^2}
$$
is the exchange energy within one valley. Hence
$$
\beta=\beta_{\rm geo}+gS.
$$
An elliptical K dipole contains some of the K′ polarisation, through which ordinary same-valley exchange connects the valleys.

## A worked case

The parameters are round model values in the rough regime of monolayer WSe$_2$: $a=0.33$ nm, $r=0.25$ nm, exciton radius $a_B=1.7$ nm, $s=0.10$ nm, $\kappa=5$, $g=-0.5$, $\epsilon=2\%$ along zigzag and $\nu=0.2$. A two-dimensional hydrogenic ground state has
$$
\varphi_0^2=\frac{2}{\pi a_B^2}=0.220\ {\rm nm^{-2}},
$$
so $P=0.2203\times1.440\times0.25^2/5$ eV nm $=3.965$ meV nm.

The shortest reciprocal vectors have $G=21.985$ nm$^{-1}$ and $s^2G^2=4.833$. Their six terms give
$$
\sum Ge^{-s^2G^2}\simeq6\times21.985\times0.00796=1.050\ {\rm nm^{-1}},
$$
and the next shell is negligible. Then
$$
\beta_{\rm geo}=-\tfrac\pi2(3.965)(1.050)(1.5-4.833)=21.8\ {\rm meV},
$$
$$
S=\pi(3.965)(1.050)=13.1\ {\rm meV}.
$$
With $gS=-6.5$ meV the total is $\beta=15.3$ meV. The valley coupling is $15.27\times0.02\times1.2=0.366$ meV and the splitting
$$
\Delta E=0.73\ {\rm meV}\quad(177\ {\rm GHz}).
$$
Here $\beta>0$, so the line polarised along the pull is the upper one.

Multiplying the cell coupling by the contact probability is first-order perturbation theory. For this strain it was tested by diagonalising an electron and hole with softened Coulomb attraction on a periodic $25\times25$ lattice; the doublet splitting agreed within 1%. The test kept only the part of the exchange that splits the doublet. The same-valley part, a repulsion at contact common to both lines, was left out; it would lower $\varphi_0^2$ and with it the splitting, by about a quarter in this lattice model.

**Finite strain.** Keeping the full deformation of the lattice, with $\varphi_0$, $s$ and $g$ fixed, gives 0.694 meV for a zigzag pull and 0.806 meV for an armchair pull. Threefold symmetry allows a second-order term $(\epsilon_2^*)^2$ in $h$, since $e^{-4i\alpha}=e^{2i\alpha}$ for $\alpha=120^\circ$. Relative to the linear term it varies as $e^{-6i\theta}$, with opposite signs for the two pulls. Half their difference over their mean is $0.056/0.750=0.074$, and zigzag has the negative sign. At $\theta=15^\circ$, $-0.074\,e^{-i\pi/2}=+0.074i$, which advances $\chi$ by 0.074 rad and turns the polarisation by half of that, $2.1^\circ$. The numerical turn is $2.13^\circ$ for the eigenvector and $2.15^\circ$ for its optical dipole, which $g$ tilts slightly. Alignment with the pull is thus a small-strain result away from the symmetry directions.

**Sensitivity.** With everything else fixed, $\beta$ is 23.1 meV for $s=0.08$ nm and 3.5 meV for $s=0.12$ nm, giving linear splittings of 1.1 and 0.17 meV. It vanishes at $g=-21.80/13.08=-1.67$ and is negative below that, which reverses the line order. Such values are not extreme: a gapped honeycomb model whose hopping falls with bond length as $d^{-\gamma}$ has $g=1-\gamma$, and $\gamma=2$ and 3 give $\beta=8.7$ and $-4.4$ meV. The value $g=-0.5$ is an assumption, not a result for WSe$_2$. An omitted on-site quadrupole with an assumed transition moment of 0.010 nm$^2$ would add 0.84 meV to $\beta$, about 6%. The mirror makes this moment, that of $(x+iy)^2$, imaginary when $r$ is real, which fixes the sign of the addition. Two assumptions about the cell density matter more. It was kept circular under strain: if the Gaussian instead followed the shear of the lattice fully, $\beta$ would be $-16.3$ meV, and it would vanish at about half that response. It was also taken as perfectly flat: an out-of-plane Gaussian spread of 0.03 nm lowers $\beta$ to 9.2 meV, and one of 0.06 nm to 6.2 meV. The example therefore supports a splitting of order one meV or less, not a prediction of its digits or sign.

## Remarks on observing the doublet

**Radiative width.** Each linear exciton has dipole $er\varphi_0\sqrt A$. In a box of length $L$, its squared coupling to a normally emitted photon mode is $2\pi E\varphi_0^2e^2r^2/L$. Two directions of emission give mode density $L/(\pi\hbar c)$. The golden-rule full width, $2\pi$ times their product, is
$$
\hbar\Gamma=4\pi k\,\varphi_0^2e^2r^2,\qquad k=\frac{E}{\hbar c}.
$$
For a free-standing layer at $E=1.70$ eV, $k=0.00862$ nm$^{-1}$ and $\hbar\Gamma=2.1$ meV. The splitting is 0.34 of this width, so unpolarised light shows a single merged peak, not two. For this zigzag pull, a polariser set along and then across the pull at normal incidence selects one line at a time, and the shift between the two spectra gives $\Delta E$. The dipoles are $1\pm gu$ times the unstrained one, with $u=\tfrac12\epsilon(1+\nu)=0.012$, so the line strengths have the ratio $[(1+gu)/(1-gu)]^2=0.976$.

**Finite momentum.** For $Q\ll1/a$ the term $\mathbf G=0$ no longer vanishes. Taken without short-range screening, it is
$$
\varphi_0^2\frac{2\pi e^2}{Q}(\mathbf Q\cdot\mathbf p)^2=\pi\varphi_0^2e^2r^2\,Q\,e^{2i\phi_Q},
$$
where $\phi_Q$ is the direction of $\mathbf Q$. It equals the strain coupling at $Q=0.0059$ nm$^{-1}$. That lies inside the light cone, $Q<k$, where retardation alters the electrostatic formula, so this value sets a scale only. At 10 K and a total mass of 0.70 electron masses, the thermal wavevector $\sqrt{2Mk_BT}/\hbar=0.126$ nm$^{-1}$ lies well outside the cone. The unscreened formula gives 7.8 meV there, about twenty times the strain coupling. The layer's own polarisability divides this by $1+r_0Q$; for a free-standing layer with a typical screening length $r_0=4.5$ nm, 5.0 meV remains, still about fourteen times the strain coupling. A dielectric surrounding lowers it further. The strain-aligned doublet therefore describes excitons near $Q=0$, as excited at normal incidence, and not the thermal population as a whole. If the two $Q=0$ states are in equilibrium at 10 K, the upper-to-lower population ratio is $e^{-0.733/0.862}=0.43$.

**Comparison with real layers.** The lattice constant, exciton energy and radius are roughly those of monolayer WSe$_2$. The hydrogenic form is only a stand-in: with the layer's own screening ($r_0=4.5$ nm) and a reduced mass of 0.17 to 0.20, $\varphi_0^2$ is 0.26 to 0.31 nm$^{-2}$ for a free-standing layer and 0.16 to 0.20 nm$^{-2}$ in a dielectric of constant 4.5. At fixed other parameters the splitting and the free-standing width formula both scale with it. The values of $s$, $\kappa$ and $g$ are less certain. A tension of 2% is large but within the range of bending experiments on flexible substrates. The example assumes full, uniform strain transfer: if half the tension reaches the layer, the linear splitting falls to 0.37 meV, and nonuniform strain broadens the lines. A firmly bonded layer also follows the substrate's Poisson ratio; at fixed $\beta$, $\nu=0.35$ instead of 0.2 raises the splitting by about 12%. The numerical output below lists the model parameters and the main results.

## Table of computed values

```
strain constants with / without mirrors: 2 / 3
lattice constant a: 0.33 nm
interband dipole length r: 0.25 nm
exciton radius: 1.7 nm
contact density phi0^2: 0.2203 nm^-2
dipole spread s: 0.10 nm
short-range screening kappa: 5.0
dipole strain response g: -0.5
tension: 2.0 %, Poisson ratio: 0.2
e^2: 1.4400 eV nm
strength P: 3.965 meV nm
first reciprocal vector: 21.985 nm^-1
lattice sum of (a/R)^3: 11.0342
beta_geo, point dipoles: 43.06 meV
beta_geo, spread dipoles: 21.80 meV
same-valley exchange S: 13.08 meV
elliptic-dipole part g S: -6.54 meV
total beta: 15.27 meV
g at which beta vanishes: -1.67
valley coupling, signed: 0.3664 meV
linear splitting: 0.7328 meV = 177.2 GHz
splitting per percent tension: 0.3664 meV
finite-strain splitting, zigzag pull: 0.6940 meV
finite-strain splitting, armchair pull: 0.8055 meV
polarisation turn for pull 15 deg off zigzag: 2.13 deg
total beta for spread 0.08 nm: 23.08 meV
total beta for spread 0.12 nm: 3.48 meV
omitted quadrupole moment: 0.010 nm^2
omitted quadrupole part of beta: 0.842 meV
line-strength ratio, along / across pull: 0.9763
exciton energy: 1.70 eV
radiative full width, free-standing: 2.146 meV
linear splitting / radiative width: 0.341
photon wavevector: 0.00862 nm^-1
Q where long-range exchange equals strain coupling: 0.00588 nm^-1
total exciton mass: 0.70 electron masses
thermal exciton wavevector at 10 K: 0.1258 nm^-1
long-range exchange at thermal wavevector: 7.837 meV
thermal energy at 10 K: 0.8617 meV
equilibrium upper/lower population: 0.427
```
